# Andreev Phase and Residual Normal Reflection at a Clean NS Step, part 2

An electron in a normal metal N ($x<0$) meets a superconductor S ($x>0$) at normal incidence. How large is its normal reflection amplitude $b$, beside the amplitude $a$ for Andreev reflection as a hole?

Units are $\hbar=2m=1$, so $\hbar v_F=2k_F$ with $k_F=\sqrt\mu$. Energies are measured from the Fermi level, with $0\le E<\Delta\ll\mu$. There is no barrier, and the pair potential is a step from zero to $\Delta e^{i\varphi}$. With $H_0=-d^2/dx^2-\mu$, the electron and hole components $u$, $v$ obey

$$H_0u+\Delta e^{i\varphi}v=Eu,\qquad \Delta e^{-i\varphi}u-H_0v=Ev .$$

From here $\varphi=0$. The quasiparticle current $J=2\,\mathrm{Im}(u^*u'-v^*v')$ does not depend on $x$.

In N, with $k_e=\sqrt{\mu+E}$ and $k_h=\sqrt{\mu-E}$,

$$u=e^{ik_ex}+b\,e^{-ik_ex},\qquad v=a\,e^{ik_hx}.$$

In S, with $\alpha=\arccos(E/\Delta)$, $\Omega=\sqrt{\Delta^2-E^2}$ and $p=\sqrt{\mu+i\Omega}=P+i\kappa$, the waves decay over $1/\kappa\approx\hbar v_F/\Omega$:

$$u=c\,e^{ipx}+d\,e^{-ip^*x},\qquad v=c\,e^{-i\alpha}e^{ipx}+d\,e^{i\alpha}e^{-ip^*x}.$$

The matching conditions at $x=0$ are

$$1+b=c+d, \tag{1}$$
$$a=c\,e^{-i\alpha}+d\,e^{i\alpha}, \tag{2}$$
$$k_e(1-b)=p\,c-p^*d, \tag{3}$$
$$k_ha=p\,e^{-i\alpha}c-p^*e^{i\alpha}d. \tag{4}$$

The Andreev approximation sets all four wavevectors equal to $k_F$ here and gives $b=0$, $a=e^{-i\alpha}$. A hole incident on the step becomes an electron with the same factor $e^{-i\alpha}$.

Without that approximation, the solution is

$$r\equiv\frac dc=e^{-2i\alpha}\,\frac{p-k_h}{p^*+k_h},$$
$$c=\frac{2k_e}{D},\qquad D=k_e+p+r(k_e-p^*),$$
$$b=\frac{k_e-p+r(k_e+p^*)}{D}.$$

Q: That is a formula, not a size. Expand it, and show me where each factor of two comes from.

A: Expand the square roots to first order:

$$k_e\approx k_F+\frac{E}{2k_F},\qquad k_h\approx k_F-\frac{E}{2k_F},\qquad p\approx k_F+\frac{i\Omega}{2k_F}.$$

The two differences are

$$k_e-p\approx\frac{E-i\Omega}{2k_F}=\frac{\Delta e^{-i\alpha}}{2k_F},\qquad p-k_h\approx\frac{E+i\Omega}{2k_F}=\frac{\Delta e^{i\alpha}}{2k_F}.$$

The sums $k_e+p^*$, $p^*+k_h$ and $D$ are all $2k_F$ to leading order. Thus

$$r\approx e^{-2i\alpha}\,\frac{\Delta e^{i\alpha}}{4k_F^2}=\frac{\Delta}{4\mu}e^{-i\alpha},$$

and

$$b\approx\frac{1}{2k_F}\left[\frac{\Delta e^{-i\alpha}}{2k_F}+\frac{\Delta e^{-i\alpha}}{4\mu}\,2k_F\right]=\frac{\Delta}{4\mu}e^{-i\alpha}+\frac{\Delta}{4\mu}e^{-i\alpha}=\frac{\Delta}{2\mu}e^{-i\alpha}.$$

The amplitude is of order $\Delta/E_F$, with $E_F=\mu$, and the probability is $|b|^2\approx(\Delta/2E_F)^2$. Both $E$ and $\Omega$ are at most $\Delta$, so the relative correction to the complex amplitude $b$ is at most of order $\Delta/\mu$ throughout the gap.

Q: Two equal contributions. Do they have separate meanings?

A: The first comes from $k_e-p$. The electron wave meets a change of wavevector, and part of it is reflected, as at any small potential step. The second comes from $p-k_h$. The hole component also meets a change of wavevector, and this excites the decaying wave near $-k_F$ with amplitude $r$. The electron part of that wave joins to $e^{-ik_ex}$ in N. Both contributions need a change of wavevector by about $2k_F$, whereas Andreev reflection leaves the wavevector near $+k_F$.

Q: I object to the power of $\Delta$. One action of the pair potential turns an electron into a hole. To get an electron back you need two actions, so $b$ should start at $\Delta^2$.

A: That counting treats $\Delta$ as weak compared with $E$, which fails inside the gap. There the decaying waves have $|u|=|v|$ however small $\Delta$ is. The counting does work far above the gap. For $E>\Delta$, replace $i\Omega$ by $\xi=\sqrt{E^2-\Delta^2}$. The two decaying waves become outgoing ones, $e^{-i\alpha}$ becomes $(E-\xi)/\Delta$, and the matching algebra is otherwise unchanged. The leading result becomes

$$b\approx\frac{E-\xi}{2\mu}\approx\frac{\Delta^2}{4E\mu}\qquad(\Delta\ll E\ll\mu),$$

because $\xi\approx E-\Delta^2/(2E)$. This is second order in $\Delta$, as you expected.

Q: If some electrons are reflected normally, $|a|$ must fall below one.

A: Not necessarily, with this normalization. The quasiparticle current is zero in S far from the step, hence zero everywhere. In N it is $2k_e(1-|b|^2)-2k_h|a|^2$, so

$$|b|^2+\frac{k_h}{k_e}|a|^2=1 .$$

At $E=0$ the velocities are equal and $|a|$ does fall slightly below one. For $E>0$ the hole is slower than the electron, $k_h<k_e$, and needs a larger amplitude to carry the same current. Since $k_e/k_h\approx1+E/\mu$ and $|b|^2\approx\Delta^2/(4\mu^2)$, this makes $|a|>1$ once $E$ exceeds about $\Delta^2/(4\mu)$. The explicit solution shows the increase. From $a=c\,e^{-i\alpha}+d\,e^{i\alpha}$ and the expression for $r$,

$$a=c\,e^{-i\alpha}\left[1+\frac{p-k_h}{p^*+k_h}\right]=\frac{2k_e}{D}\,e^{-i\alpha}\,\frac{p+p^*}{p^*+k_h}.$$

In $D$ the term $r(k_e-p^*)$ is a product of two small quantities, so to first order

$$\frac{2k_e}{D}\approx1+\frac{k_e-p}{k_e+p}\approx1+\frac{\Delta}{4\mu}e^{-i\alpha},\qquad \frac{p+p^*}{p^*+k_h}\approx1+\frac{\Delta}{4\mu}e^{i\alpha}.$$

Their product is $1+(\Delta/2\mu)\cos\alpha=1+E/(2\mu)$. It is real. The modulus of $a$ changes at first order, but the phase $-\arccos(E/\Delta)$ does not.

Q: Then at what order does the phase change?

A: At second order. Write $a=2k_e(p+p^*)e^{-i\alpha}/X$, where the numerator apart from $e^{-i\alpha}$ is real and positive, and

$$X=D(p^*+k_h)=(k_e+p)(p^*+k_h)+e^{-2i\alpha}(p-k_h)(k_e-p^*).$$

The phase of $a$ is $-\alpha-\arg X$. With $p=P+i\kappa$, the imaginary part of the first product is

$$\kappa(P+k_h)-\kappa(P+k_e)=-\kappa(k_e-k_h)\approx-\frac{\Omega}{2k_F}\,\frac{E}{k_F}=-\frac{E\Omega}{2\mu}.$$

In the second product both differences equal $\Delta e^{i\alpha}/(2k_F)$ to leading order. Together with $e^{-2i\alpha}$ they give $\Delta^2/(4\mu)$, which is real. Since the real part of $X$ is close to $4\mu$, $\arg X\approx-E\Omega/(8\mu^2)$, and

$$\arg a\approx-\arccos\frac E\Delta+\frac{E\sqrt{\Delta^2-E^2}}{8\mu^2}.$$

Q: Put in numbers for a metal.

A: Take rough values in the regime of a copper contact on niobium: $\Delta=1.5$ meV, $E_F=7$ eV, the free-electron mass, and an electron at $E=0.5$ meV. Then $E/\Delta=1/3$, and the Andreev phase is $-\arccos(1/3)=-1.231$ rad, or $-70.5^\circ$. The normal amplitude is

$$|b|\approx\frac{1.5\times10^{-3}}{2\times7}=1.07\times10^{-4},\qquad |b|^2\approx1.15\times10^{-8}.$$

The second-order phase is $1.8\times10^{-9}$ rad. For the decay length, $\Omega=\sqrt{1.5^2-0.5^2}=1.414$ meV and $k_F=13.56$ nm$^{-1}$. Since $\hbar v_Fk_F=2E_F$,

$$\frac{\hbar v_F}{\Omega}=\frac{2E_F}{k_F\Omega}=\frac{14}{13.56\times1.414\times10^{-3}}\ \text{nm}\approx730\ \text{nm}.$$

At $E=0$, $1.0$ and $1.4$ meV the phase is $-90^\circ$, $-48.2^\circ$ and $-21.0^\circ$. The four matching conditions, solved numerically at these energies, give the same $|b|$ to the digits shown above.

Q: How far can I push $\Delta/E_F$ before the leading term fails?

A: Hold $E/\Delta=1/3$ and solve the matching conditions numerically. For $\Delta/E_F=0.001$, $0.01$ and $0.1$, the ratio of $|b|$ to $\Delta/E_F$ is $0.5000$, $0.5000$ and $0.4990$. At this energy the leading modulus is still good to about $0.2\%$ when the gap is a tenth of the Fermi energy.

Q: Real electrons do not all arrive head-on.

A: For a flat interface the transverse wavevector is conserved. Its kinetic energy is subtracted from $\mu$ in both metals, and at an angle $\theta$ from the normal $\mu$ becomes $E_F\cos^2\theta$. Thus $|b|\approx\Delta/(2E_F\cos^2\theta)$, provided that $\Delta\ll E_F\cos^2\theta$. In the example $|b|$ reaches $0.01$ when $\cos^2\theta=0.0107$, at $\theta\approx84^\circ$. The estimate fails only much closer to grazing incidence, where $E_F\cos^2\theta$ is no longer large compared with $\Delta$.

Q: You also assumed equal Fermi velocities. Copper and niobium are different metals.

A: This matters far more. Suppose the interface has transmission probability $T$ and reflection probability $R=1-T$ when both sides are normal. Imagine a vanishingly thin normal layer between this scatterer and the pair-potential step. The hole amplitudes at the scatterer at energy $E$ are complex conjugates of the electron amplitudes at $-E$. If the scatterer changes little over an energy range $\Delta$, as for a potential step or a thin barrier but not for a sharp resonance, both may be taken at the Fermi level.

An electron enters with amplitude $t$, becomes a hole with $e^{-i\alpha}$, and leaves with $t^*$. Instead of leaving, the hole may be reflected, become an electron, be reflected again and become a hole once more. Each such detour multiplies the amplitude by $Re^{-2i\alpha}$. Summing the geometric series,

$$a=\frac{T\,e^{-i\alpha}}{1-R\,e^{-2i\alpha}} .$$

Now let the Fermi velocity in S be half that in N, with equal masses and with $E_F$ in N, $\Delta$ and $E$ held fixed. An ordinary potential step gives $R=[(1-\tfrac12)/(1+\tfrac12)]^2=1/9$ and $T=8/9$. With $\cos2\alpha=2/9-1=-7/9$,

$$|a|^2=\frac{T^2}{1+R^2-2R\cos2\alpha}=\frac{64/81}{96/81}=\frac23 .$$

So $|b|^2=1/3$, against $10^{-8}$ for matched velocities, and the phase of $a$ moves from $-70.5^\circ$ to $-74.2^\circ$. The estimate $\Delta/E_F$ belongs to an interface that would be transparent in the normal state, with a pair potential that rises within much less than $1/k_F$.

Q: A pair potential does not rise in a sharp step either. Does the arccosine survive?

A: In general it does not. Keep waves near $+k_F$, $u=f(x)e^{ik_Fx}$ and $v=g(x)e^{ik_Fx}$, and drop $f''$ and $g''$. With $w=\hbar v_F=2k_F$ and a real $\Delta(x)$,

$$-iwf'+\Delta(x)g=Ef,\qquad iwg'+\Delta(x)f=Eg .$$

For the ratio $\gamma=g/f$, use $\gamma'=g'/f-\gamma f'/f$:

$$\gamma'=\frac iw\left[\Delta(x)(1+\gamma^2)-2E\gamma\right].$$

Put $\gamma=e^{i\vartheta}$ and divide by $i\gamma$:

$$\hbar v_F\,\vartheta'=2\left[\Delta(x)\cos\vartheta-E\right].$$

Deep in S, $\vartheta=-\arccos(E/\Delta)$, and the Andreev phase is $\vartheta(0)$. For a step, $\vartheta$ is constant in S and the earlier result returns. At $E=0$ the constant $\vartheta=-\pi/2$ solves the equation for any such profile.

As an example at $E=0.5$ meV, let the gap be halved at the interface, $\Delta(x)=\Delta(1-\tfrac12e^{-x/\ell})$, with $\ell=\hbar v_F/\Delta=689$ nm. Integrating inwards numerically from $10\,\ell$ gives $-61.9^\circ$, a shift of $8.7^\circ$.

Q: And temperature? Suppose the contact sits in liquid helium.

A: At $4.2$ K two things happen. The gap shrinks, and the electrons have a spread of energies. In weak coupling, comparing the gap equation at temperature $\mathcal T$ with its zero-temperature form gives

$$\ln\frac{\Delta(0)}{\Delta(\mathcal T)}=2\int_0^\infty\frac{d\xi}{\varepsilon}\,\frac{1}{e^{\varepsilon/k_B\mathcal T}+1},\qquad \varepsilon=\sqrt{\xi^2+\Delta(\mathcal T)^2}.$$

This follows because the thermal factor in the gap equation is $\tanh(\varepsilon/2k_B\mathcal T)$, which is one minus twice the Fermi function, and the part with one integrates to a logarithm of the gap. The numerical root for $\Delta(0)=1.5$ meV is $1.47$ meV, and the phase at $0.5$ meV becomes $-70.1^\circ$. Weak coupling with this gap puts the critical temperature near $9.9$ K, above the $9.2$ K of niobium, so for niobium these figures are a guide only. The energy spread matters more. With $k_B\mathcal T=0.36$ meV, an electron at $E+k_B\mathcal T$ has the phase $-54.9^\circ$ for the full gap.

Q: So what should I believe about a real copper-niobium contact?

A: The gap and the Fermi energy used here are rough but ordinary values. A single free-electron band is a poor picture of niobium, and the half velocity is a round choice to show the scale. At $E=0.5$ meV that choice alone raises the normal reflection probability from $10^{-8}$ to one third, so in such a contact $\Delta/E_F$ does not set the observed reflection. Disorder is also outside the model. The decay length of $730$ nm uses the free-electron velocity for $E_F=7$ eV in S as well. Niobium has a lower Fermi velocity, and the length shrinks in proportion, to $365$ nm for the half velocity and further for a slower band. With a rough mean free path of $100$ nm, either of these two lengths is several times longer. The clean coherence length of niobium, $\hbar v_F/(\pi\Delta)\approx40$ nm, points to a slower band still and a decay length near $130$ nm, comparable to that path. In each case the electron is likely to scatter inside S before its wave has decayed. I have not computed what this does to the phase. The arccosine phase applies when the interface is transparent in the normal state, the gap rises over much less than $\hbar v_F/\Delta$, and the mean free path is much longer than the decay length. The first two conditions conflict at a flat interface. There a self-consistent gap in clean metals, with no pairing in N, falls below half its bulk value at a transparent interface and recovers over about $\hbar v_F/\Delta$. At $4.2$ K, $E=0.5$ meV and normal incidence this moves the phase from $-70^\circ$ to about $-65^\circ$. A point contact much narrower than $\hbar v_F/\Delta$ largely avoids this suppression. The estimate $|b|\approx\Delta/(2E_F)$ asks for more: the gap must rise within much less than $1/k_F$. A smoother rise supplies little of the wavevector change $2k_F$ that normal reflection needs, and $|b|$ is then smaller.
